# Electron-Wind Force on a Defect and Its Resistivity Ratio: a program that tests the result

```python
"""
Electron-wind force on a defect in a degenerate free-electron gas.
Result under test: the wind force is Z_w * e * E with
    Z_w = -n * l * sigma_tr = -(n / n_d) * rho_d / rho
n: electron density, l: total transport mean free path, sigma_tr: transport
cross section of one defect at the Fermi energy, n_d: defect density,
rho_d: resistivity due to these defects alone, rho: total resistivity.
Rydberg units: hbar = 1, m = 1/2, e^2 = 2, energy = k^2, speed = 2k.
Defect potential: V(r) = -2 exp(-q r)/r, a screened ion of charge 1.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn, eval_legendre

# ---------- scattering wave by Chebyshev collocation ----------
N_CHEB, R_MAX, L_MAX = 64, 25.0, 12
idx = np.arange(N_CHEB + 1)
x_cheb = np.cos(np.pi * idx / N_CHEB)
r = R_MAX * (1 + x_cheb) / 2              # r[0] = R_MAX, r[-1] = 0
r[-1] = 0.0
edge = np.ones(N_CHEB + 1)
edge[0] = edge[-1] = 2.0
edge = edge * (-1.0) ** idx
dx = x_cheb[:, None] - x_cheb[None, :]
D = np.outer(edge, 1 / edge) / (dx + np.eye(N_CHEB + 1))
D = (D - np.diag(D.sum(axis=1))) * 2 / R_MAX
D2 = D @ D
# quadrature weights on the same nodes, from exact Chebyshev moments
moments = np.zeros(N_CHEB + 1)
moments[::2] = 2 / (1 - idx[::2].astype(float) ** 2)
vander = np.polynomial.chebyshev.chebvander(x_cheb, N_CHEB)
w_r = np.linalg.solve(vander.T, moments) * R_MAX / 2


def scatter(k, q):
    """Return T_L = exp(i delta_L) sin(delta_L) and the radial waves u_L(r)."""
    t_list, u_list = [], []
    r2v = -2 * r * np.exp(-q * r)
    xe = k * R_MAX
    for L in range(L_MAX + 1):
        free = k * r * spherical_jn(L, k * r)
        h = spherical_jn(L, xe) + 1j * spherical_yn(L, xe)
        dh = (spherical_jn(L, xe, derivative=True)
              + 1j * spherical_yn(L, xe, derivative=True))
        out, dout = 1j * xe * h, 1j * k * (h + xe * dh)
        A = (r**2)[:, None] * D2 - np.diag(L * (L + 1) + r2v - k**2 * r**2)
        A = A.astype(complex)
        rhs = (r2v * free).astype(complex)
        A[0] = D[0]                        # outgoing scattered wave at R_MAX
        A[0, 0] -= dout / out
        rhs[0] = 0
        A[-1] = 0                          # regular at the origin
        A[-1, -1] = 1
        rhs[-1] = 0
        s = np.linalg.solve(A, rhs)
        t_list.append(s[0] / out)
        u_list.append(free + s)
    return np.array(t_list), np.array(u_list)


def phases(t):
    delta = np.angle(1 + 2j * t) / 2
    delta[0] %= np.pi                      # attractive well: 0 < delta_0 < pi
    return delta


L_all = np.arange(L_MAX + 1)


def sigma_transport(k, q):
    d = phases(scatter(k, q)[0])
    return 4 * np.pi / k**2 * np.sum(
        (L_all[:-1] + 1) * np.sin(d[:-1] - d[1:]) ** 2)


def friedel_charge(q, k):
    return 2 / np.pi * np.sum((2 * L_all + 1) * phases(scatter(k, q)[0]))


kF = 0.7
n = kF**3 / (3 * np.pi**2)
q = brentq(lambda s: friedel_charge(s, kF) - 1, 0.7, 2.5, xtol=1e-11)
T, u = scatter(kF, q)
delta = phases(T)
sigma = sigma_transport(kF, q)
assert np.max(np.abs(np.abs(1 + 2j * T) - 1)) < 1e-6   # flux conserved
assert abs(friedel_charge(q, kF) - 1) < 1e-7


def dsigma(c):
    """Differential cross section of the defect at cos(angle) = c."""
    f = sum((2 * L + 1) * T[L] * eval_legendre(L, c) for L in L_all) / kF
    return np.abs(f) ** 2


mu, w = np.polynomial.legendre.leggauss(40)
sigma_angle = 2 * np.pi * np.sum(w * (1 - mu) * dsigma(mu))
sigma_total = 2 * np.pi * np.sum(w * dsigma(mu))
assert abs(sigma_angle / sigma - 1) < 1e-6

# ---------- quantum force of one wave of unit density on the defect ----------
ri = r[:-1]
psi = sum((2 * L + 1) * 1j**L * np.outer(u[L, :-1] / (kF * ri),
          eval_legendre(L, mu)) for L in L_all)
slope = 2 * np.exp(-q * ri) * (1 / ri**2 + q / ri)
force_quantum = 2 * np.pi * np.sum(
    w_r[:-1] * ri**2 * slope * (np.abs(psi) ** 2 @ (w * mu)))
force_transfer = 2 * kF**2 * sigma         # speed * momentum * sigma_tr
assert abs(force_quantum / force_transfer - 1) < 1e-5

# ---------- displaced Fermi sphere with energy-dependent sigma_tr ----------
shift = 0.005
m12, w12 = np.polynomial.legendre.leggauss(12)
g4, v4 = np.polynomial.legendre.leggauss(4)
force_sphere = 0.0
for c, wc in zip(m12, w12):
    # the undisplaced sphere is isotropic and gives no force: subtract it
    k_edge = shift * c + np.sqrt(kF**2 - shift**2 * (1 - c**2))
    half = (k_edge - kF) / 2
    for g, v in zip(g4, v4):
        k = kF + half * (1 + g)
        force_sphere += (wc * c * v * half * 2 * k**4
                         * sigma_transport(k, q) / (2 * np.pi**2))
force_drift = n * shift * 2 * kF * sigma
assert abs(force_sphere / force_drift - 1) < 2e-3   # second order in shift
log_slope = (np.log(sigma_transport(1.01 * kF, q)
                    / sigma_transport(0.99 * kF, q)) / np.log(1.01 / 0.99))
assert abs(log_slope) > 0.1                # sigma_tr does depend on energy

# ---------- Boltzmann equation on the Fermi sphere as a matrix problem -------
phi = 2 * np.pi * np.arange(64) / 64
sine = np.sqrt(1 - mu**2)
cos_gamma = (mu[:, None, None] * mu[None, :, None]
             + sine[:, None, None] * sine[None, :, None] * np.cos(phi))


def azimuth(kernel):
    return 2 * np.pi * kernel(cos_gamma).mean(axis=2)


def solve_transport(kernel):
    """Response to e*E = 1: angular deviation g and inverse conductivity."""
    C = kernel * w[None, :] - np.diag(kernel @ w)
    g = np.linalg.lstsq(C, mu, rcond=None)[0]
    flux = kF**2 / (2 * np.pi**2) * np.sum(w * mu * g)
    return g, -1 / flux                    # e^2 * rho in units hbar * a0


def force_on(kernel, g):
    """Momentum given per unit time to scatterers with this kernel."""
    given = np.sum(kernel * w[None, :] * (mu[:, None] - mu[None, :]), axis=1)
    return kF**3 / (2 * np.pi**2) * np.sum(w * g * given)


a0 = const.physical_constants["Bohr radius"][0]
to_ohm_m = const.hbar * a0 / const.e**2
n_d = 0.01 * n
one_defect = azimuth(dsigma)
lattice_unit = azimuth(lambda c: 3 / (16 * np.pi) * (1 - c))
rho_d = solve_transport(n_d * one_defect)[1]
assert abs(rho_d / (kF * n_d * sigma / n) - 1) < 1e-6
j_current, Z_direct = 1e10, 1.0
rows = []
for l_lat in (np.inf, 5000.0, 1000.0, 500.0, 250.0):
    lattice = lattice_unit / l_lat
    g, rho = solve_transport(n_d * one_defect + lattice)
    Zw = force_on(one_defect, g)
    l_tot = 1 / (n_d * sigma + 1 / l_lat)
    assert abs(Zw / (-n * l_tot * sigma) - 1) < 1e-6
    assert abs(Zw / (-(n / n_d) * rho_d / rho) - 1) < 1e-6
    balance = n_d * Zw + force_on(lattice, g)
    assert abs(balance / (-n) - 1) < 1e-6
    force_j = Zw * rho * to_ohm_m * j_current
    rows.append((l_lat, l_tot, rho * to_ohm_m * 1e8, rho_d / rho, Zw,
                 Z_direct + Zw, force_j))
assert abs(rows[0][4] + n / n_d) < 1e-4    # defects alone take all momentum
forces = np.array([row[6] for row in rows])
assert np.ptp(forces) < 1e-6 * abs(forces[0])

# ---------- a second, immobile impurity species ----------
l_other, l_lat2 = 1000.0, 500.0
other = azimuth(lambda c: np.ones_like(c) / (4 * np.pi * l_other))
rho_res = solve_transport(n_d * one_defect + other)[1]
g, rho_mix = solve_transport(n_d * one_defect + other + lattice_unit / l_lat2)
Zw_mix = force_on(one_defect, g)
Zw_share = -(n / n_d) * rho_d / rho_mix
Zw_naive = -(n / n_d) * rho_res / rho_mix
assert abs(Zw_mix / Zw_share - 1) < 1e-6
assert abs(Zw_naive / Zw_mix - 1) > 0.1

# ---------- printed numbers ----------
print(f"Fermi wavevector k_F = {kF:.3f} 1/a0")
print(f"electron density n = {n:.6f} 1/a0^3")
print(f"defect density n_d = {n_d:.4e} 1/a0^3, n/n_d = {n / n_d:.1f}")
print(f"screening constant q from Friedel sum rule = {q:.5f} 1/a0")
print(f"Friedel charge = {friedel_charge(q, kF):.6f}")
for L in range(5):
    print(f"phase shift delta_{L} = {delta[L]:.5f} rad")
print(f"total cross section = {sigma_total:.4f} a0^2")
print(f"sigma_tr from phase shifts = {sigma:.4f} a0^2")
print(f"sigma_tr from angular integral = {sigma_angle:.4f} a0^2")
print(f"sigma_tr converted = {sigma * (a0 * 1e10)**2:.4f} angstrom^2")
print(f"d ln sigma_tr / d ln k at k_F = {log_slope:.3f}")
print("force of one wave of density 1 a0^-3 on the defect:")
print(f"  quantum integral = {force_quantum:.6f} Ry/a0")
print(f"  momentum transfer = {force_transfer:.6f} Ry/a0")
print(f"Fermi sphere displaced by {shift:.3f} 1/a0:")
print(f"  force integrated = {force_sphere:.6e} Ry/a0")
print(f"  force n*shift*v_F*sigma_tr = {force_drift:.6e} Ry/a0")
print(f"defect resistivity rho_d = {rho_d * to_ohm_m * 1e8:.4f} microohm cm")
print(f"assumed direct valence Z_d = {Z_direct:.1f}")
print("columns: lattice mfp (a0), total mfp (a0), rho (microohm cm),")
print("         rho_d/rho, Z_w, Z*")
for row in rows:
    print(f"  {row[0]:7.0f} {row[1]:9.2f} {row[2]:8.4f} {row[3]:8.5f}"
          f" {row[4]:9.3f} {row[5]:9.3f}")
print(f"current density for the force = {j_current:.1e} A/m^2")
print(f"wind force, smallest in table = {np.abs(forces).min():.4f} eV/m")
print(f"wind force, largest in table = {np.abs(forces).max():.4f} eV/m")
print(f"second impurity: its mfp = {l_other:.0f} a0, "
      f"lattice mfp = {l_lat2:.0f} a0")
print(f"  residual resistivity = {rho_res * to_ohm_m * 1e8:.4f} microohm cm")
print(f"  total resistivity = {rho_mix * to_ohm_m * 1e8:.4f} microohm cm")
print(f"  Z_w from Boltzmann solution = {Zw_mix:.3f}")
print(f"  Z_w from the defect share rho_d/rho = {Zw_share:.3f}")
print(f"  Z_w if whole residual part is used = {Zw_naive:.3f}")
print("no test failed")
```

Printed output:

```
Fermi wavevector k_F = 0.700 1/a0
electron density n = 0.011584 1/a0^3
defect density n_d = 1.1584e-04 1/a0^3, n/n_d = 100.0
screening constant q from Friedel sum rule = 1.15184 1/a0
Friedel charge = 1.000000
phase shift delta_0 = 1.11240 rad
phase shift delta_1 = 0.11251 rad
phase shift delta_2 = 0.01794 rad
phase shift delta_3 = 0.00334 rad
phase shift delta_4 = 0.00066 rad
total cross section = 21.6369 a0^2
sigma_tr from phase shifts = 18.6311 a0^2
sigma_tr from angular integral = 18.6311 a0^2
sigma_tr converted = 5.2172 angstrom^2
d ln sigma_tr / d ln k at k_F = -2.626
force of one wave of density 1 a0^-3 on the defect:
  quantum integral = 18.258430 Ry/a0
  momentum transfer = 18.258430 Ry/a0
Fermi sphere displaced by 0.005 1/a0:
  force integrated = 1.510782e-03 Ry/a0
  force n*shift*v_F*sigma_tr = 1.510805e-03 Ry/a0
defect resistivity rho_d = 2.8353 microohm cm
assumed direct valence Z_d = 1.0
columns: lattice mfp (a0), total mfp (a0), rho (microohm cm),
         rho_d/rho, Z_w, Z*
      inf    463.33   2.8353  1.00000  -100.000   -99.000
     5000    424.04   3.0980  0.91519   -91.519   -90.519
     1000    316.63   4.1489  0.68337   -68.337   -67.337
      500    240.48   5.4626  0.51903   -51.903   -50.903
      250    162.38   8.0899  0.35047   -35.047   -34.047
current density for the force = 1.0e+10 A/m^2
wind force, smallest in table = 28352.5361 eV/m
wind force, largest in table = 28352.5361 eV/m
second impurity: its mfp = 1000 a0, lattice mfp = 500 a0
  residual resistivity = 4.1489 microohm cm
  total resistivity = 6.7762 microohm cm
  Z_w from Boltzmann solution = -41.841
  Z_w from the defect share rho_d/rho = -41.841
  Z_w if whole residual part is used = -61.227
no test failed
```
